# Internal field of an isolated slab with fixed polarization

## The problem

A flat slab of a ferroelectric insulator stands alone in vacuum. Its faces are normal to the $z$ axis, and its thickness $d$ is much smaller than its width. It carries a uniform polarization $P_s = 0.2\ \mathrm{C/m^2}$, directed along $+z$ and held fixed. There are no electrodes, there is no free charge on the faces or inside, and no external field is applied. Apart from the fixed polarization, the material responds to a field as a linear dielectric with relative permittivity $\varepsilon_r = 25$, called the background permittivity.

Find the electric field inside the slab, far from its edges: its sign, its size, and its dependence on $d$. Then find the voltage between the faces for $d = 10$ nm.

The words "fixed polarization" need a precise meaning. A field $E$ along $z$ shifts the electrons and ions of the background and so induces a further polarization $\varepsilon_0(\varepsilon_r-1)E$. The total polarization is therefore

$$P = P_s + \varepsilon_0(\varepsilon_r - 1)E , \qquad (1)$$

and $P_s$ is the part that does not change with the field. It is the polarization the slab would have at $E=0$. All vector quantities are given by their $z$ components, so a negative $E$ points against $P_s$. The field meant here is the macroscopic one, averaged over many unit cells, and not the field at the site of a particular ion. SI units are used, since the data come in them; the main result is also converted.

## A first estimate by scaling

The polarization ends abruptly at the two faces and leaves charge there: positive on the top face, towards which $P_s$ points, and negative on the bottom face. The field between them runs from positive to negative charge, hence downwards, against $P_s$. This is why it is called a depolarizing field.

Its scale follows from dimensions. A polarization divided by $\varepsilon_0$ is a field, so

$$|E| = \frac{P_s}{\varepsilon_0}\, f(\varepsilon_r),$$

where $f$ is a pure number. The thickness cannot appear in $f$: for a very wide slab $d$ is the only length in the problem, and there is no second length with which to form a dimensionless ratio. The bare scale is

$$\frac{P_s}{\varepsilon_0} = \frac{0.2\ \mathrm{C/m^2}}{8.854\times10^{-12}\ \mathrm{F/m}} = 2.259\times10^{10}\ \mathrm{V/m}.$$

The background cannot respond to this full bare field. If it did, the induced polarization would have the size $(\varepsilon_r-1)P_s = 24P_s$ and would point against $P_s$. The face charges would then change sign, and so would the field that was supposed to cause the response. The actual field must be much smaller, so that the induced polarization removes most of $P_s$ without exceeding it.

This suggests an estimate for large $\varepsilon_r$: assume that the induced polarization cancels $P_s$ completely. Then

$$\varepsilon_0(\varepsilon_r-1)|E| \approx P_s
\quad\Longrightarrow\quad
|E|_{\rm est} = \frac{P_s}{\varepsilon_0(\varepsilon_r-1)}
= \frac{2.259\times10^{10}\ \mathrm{V/m}}{24} \approx 9.4\times10^{8}\ \mathrm{V/m}.$$

The assumption cannot be strictly true, because with no polarization left there would be no face charge and no field. The estimate needs only a small remainder, and the exact solution will show how small it is.

## The exact solution

### Charge left by the polarization

A polarization that varies along $z$ has the bound charge density $\rho_b = -dP/dz$. Inside the slab $P$ may at first be any function of $z$; that it is uniform should come out of the calculation, since only $P_s$ was given as uniform.

At the top face $P$ drops from its inside value to zero. Integrating $-dP/dz$ across this drop gives the charge per area

$$\sigma_{\rm top} = -(0 - P_{\rm top}) = +P_{\rm top}.$$

At the bottom face $P$ rises from zero to its inside value, which gives $\sigma_{\rm bottom} = -P_{\rm bottom}$.

Now choose a height $z$ inside the slab and add up all the bound charge below it, per unit area. It consists of the bottom face charge and the volume charge between the bottom face and $z$:

$$Q_{\rm below} = -P_{\rm bottom} - \int_{\rm bottom}^{z}\frac{dP}{dz'}\,dz'
= -P_{\rm bottom} - \left[P(z) - P_{\rm bottom}\right] = -P(z).$$

The charge above $z$ follows in the same way:

$$Q_{\rm above} = P_{\rm top} - \left[P_{\rm top} - P(z)\right] = +P(z).$$

### Field of a charged sheet

The field of these charges follows from Coulomb's law. Take a disc of radius $R$ with uniform charge $\sigma$ per area, and a point on its axis at distance $h$. A ring of radius $r$ and width $dr$ carries the charge $2\pi r\sigma\,dr$, and all of it lies at the distance $\sqrt{r^2+h^2}$. By symmetry the sideways components cancel. The axial component carries the factor $h/\sqrt{r^2+h^2}$, so

$$E_{\rm disc} = \frac{1}{4\pi\varepsilon_0}\int_0^R \frac{2\pi r\,\sigma\, h}{(r^2+h^2)^{3/2}}\,dr
= \frac{\sigma h}{2\varepsilon_0}\left[-\frac{1}{\sqrt{r^2+h^2}}\right]_0^R
= \frac{\sigma}{2\varepsilon_0}\left(1-\frac{h}{\sqrt{R^2+h^2}}\right). \qquad (2)$$

For $R\gg h$ this becomes $\sigma/(2\varepsilon_0)$, independent of the distance. The field points away from the sheet on both sides if $\sigma$ is positive.

### Field inside and outside

At height $z$ inside the slab, charge below pushes upwards and charge above pushes downwards:

$$E(z) = \frac{Q_{\rm below} - Q_{\rm above}}{2\varepsilon_0}
= \frac{-P(z)-P(z)}{2\varepsilon_0} = -\frac{P(z)}{\varepsilon_0}. \qquad (3)$$

Each half of the charge supplies half of the field, and the two contributions have the same direction. Above the slab all the charge lies below the observer. Its sum is $Q_{\rm below}+Q_{\rm above}=0$, so the field there vanishes. The same holds beneath the slab.

### Including the response of the background

The polarization in (3) is the total one, because every bound charge produces a field, whatever caused it. Insert (1):

$$E = -\frac{1}{\varepsilon_0}\left[P_s + \varepsilon_0(\varepsilon_r-1)E\right]
= -\frac{P_s}{\varepsilon_0} - (\varepsilon_r-1)E .$$

Bring the last term to the left. The coefficient of $E$ becomes $1+(\varepsilon_r-1)=\varepsilon_r$, and

$$\boxed{E = -\frac{P_s}{\varepsilon_0\varepsilon_r}} \qquad (4)$$

Equation (3) holds separately at each height, and $P_s$ and $\varepsilon_r$ are the same at each height. The field is therefore uniform, and by (1) so is $P$. The thickness has dropped out, as the dimensional argument required.

The displacement $D=\varepsilon_0E+P$ gives the same result in one line. Equation (3) says that $D=0$ inside, and outside both $E$ and $P$ vanish. With (1), the condition $D=0$ reads $\varepsilon_0\varepsilon_rE+P_s=0$. It rests on the absence of free charge and of an applied field; with either present, $D$ would in general not be zero.

### Numbers

The bare scale computed above, divided by 25, gives

$$E = -\frac{2.2588\times10^{10}\ \mathrm{V/m}}{25} = -9.035\times10^{8}\ \mathrm{V/m}.$$

This is $-9.035$ MV/cm, or $-1.757\times10^{-3}$ atomic units of field. The minus sign means that the field opposes the fixed polarization.

The total polarization follows from (3) and (4):

$$P = -\varepsilon_0E = \frac{P_s}{\varepsilon_r} = \frac{0.2}{25}\ \mathrm{C/m^2} = 0.008\ \mathrm{C/m^2}.$$

The induced part is the difference,

$$P-P_s = -\left(1-\frac{1}{\varepsilon_r}\right)P_s = -0.192\ \mathrm{C/m^2}.$$

The background thus cancels 96 percent of the fixed polarization, and the remaining 4 percent produces the whole field. The numerical output also contains a solution in which the slab is divided into layers, each with its own unknown polarization, coupled by the Coulomb fields of all the interface charges. It gives the same field, $-9.0353\times10^{8}$ V/m, and the same total polarization.

The potential of the top face relative to the bottom face is

$$V = -\int_{\rm bottom}^{\rm top}E\,dz = -Ed = \frac{P_s d}{\varepsilon_0\varepsilon_r}
= 9.035\times10^{8}\ \mathrm{V/m}\times 10^{-8}\ \mathrm{m} = 9.035\ \mathrm{V}.$$

The positively charged top face has the higher potential. At fixed $P_s$ the voltage grows in proportion to $d$, while the field stays the same.

## Comparison of the estimate with the solution

The estimate was $9.4\times10^{8}$ V/m and the solution has the magnitude $9.035\times10^{8}$ V/m. Their ratio is

$$\frac{|E|_{\rm est}}{|E|} = \frac{\varepsilon_r}{\varepsilon_r-1} = \frac{25}{24} \approx 1.042 ,$$

so the estimate is about 4 percent too large, relative to the exact value. The cause is the assumption of complete cancellation. It asks the background to cancel $0.2\ \mathrm{C/m^2}$, whereas it cancels $0.192\ \mathrm{C/m^2}$, and the field needed for this is smaller in the same proportion.

The estimate can be improved by its own logic. Equation (3) says that a field of size $|E|$ needs a remaining polarization $\varepsilon_0|E|$. With the first estimate this remainder is $P_s/(\varepsilon_r-1)=P_s/24$. The background then has to cancel only $P_s(1-1/24)$, and the corrected estimate is

$$|E| \approx \frac{P_s}{24\,\varepsilon_0}\left(1-\frac{1}{24}\right) \approx 9.02\times10^{8}\ \mathrm{V/m}.$$

Relative to the exact value this is the factor $25\times23/24^2 = 575/576$, which is less than 0.2 percent too small. Repeating the step builds the geometric series

$$\frac{1}{\chi}-\frac{1}{\chi^2}+\frac{1}{\chi^3}-\dots = \frac{1/\chi}{1+1/\chi} = \frac{1}{\chi+1} = \frac{1}{\varepsilon_r},\qquad \chi=\varepsilon_r-1 ,$$

which converges for $\chi>1$ and reproduces (4).

The two results part company when the background is weak. For $\varepsilon_r\to1$ the estimate diverges, because a background that hardly responds would need an enormous field to cancel $P_s$. The exact result goes to $-P_s/\varepsilon_0$, the field of the uncompensated fixed polarization. For $\varepsilon_r\to\infty$ both go to zero as $1/\varepsilon_r$.

## If the given polarization were the total one

Suppose that $0.2\ \mathrm{C/m^2}$ were the total polarization $P$, with the background response already included. Then (3) applies directly:

$$E = -\frac{P}{\varepsilon_0} = -2.259\times10^{10}\ \mathrm{V/m}.$$

This is 25 times the field found above. The permittivity does not appear, since its effect is already contained in $P$. To sustain such a state, the fixed part would have to be $P_s=\varepsilon_rP=5\ \mathrm{C/m^2}$, by the relation $P=P_s/\varepsilon_r$. The two readings describe different slabs, and a permittivity is needed only if the given polarization is the fixed part.

## How wide the slab must be

Equation (2) shows what a finite width does to the field of given face charges. Let both faces be discs of radius $R\gg d$ with uniform charges $\pm\sigma$, and take a point on the axis between them, at distances $h_1$ and $h_2$ from the faces. To first order in $1/R$ each bracket in (2) is $1-h/R$. Both contributions point downwards, and $h_1+h_2=d$, so

$$E \approx -\frac{\sigma}{2\varepsilon_0}\left[\left(1-\frac{h_1}{R}\right)+\left(1-\frac{h_2}{R}\right)\right]
= -\frac{\sigma}{\varepsilon_0}\left(1-\frac{d}{2R}\right).$$

The field is weaker by the fraction $d/(2R)$ at every point of the axis between the discs, to this order. For $R=1000\,d$ the fraction is $5\times10^{-4}$, and direct integration of Coulomb's law at the centre gives the same value. The voltage obtained by integrating that field is 9.031 V instead of 9.035 V, lower by the same fraction.

This calculation prescribes a uniform charge on the faces. In a real slab of finite width the induced polarization would become non-uniform near the rim, which is not treated here. The calculation shows how fast the sheet approximation improves with width when the face charges are given. It is not a solution of the edge problem, and $d/(2R)$ should not be read as the error of (4) for a finite slab whose background responds.

## What changes when the slab is not isolated

Memory capacitors based on hafnia use films about 10 nm thick. As rough sizes, their remanent polarization is a few tenths of a $\mathrm{C/m^2}$ or somewhat less, their relative permittivity is about 30, and the field that reverses their polarization is of the order of $10^{8}$ V/m. The values of $P_s$, $\varepsilon_r$ and $d$ in the problem are therefore ordinary ones, but the resulting field is about nine times the rough switching field and points in the direction that would reverse $P_s$. A film left in the state of the problem could not be expected to keep its polarization. The assumption that a working capacitor breaks is isolation: its electrodes supply charge that compensates most of the face charge.

The effect of such charge can be calculated. Let free charge $-\theta P_s$ per area sit on the top face and $+\theta P_s$ on the bottom face, with $0\le\theta\le1$. The outside field is still zero, because the total charge is zero. The displacement jumps by the free charge at the top face:

$$D_{\rm outside}-D_{\rm inside} = -\theta P_s
\quad\Longrightarrow\quad D_{\rm inside}=\theta P_s .$$

With $D_{\rm inside}=\varepsilon_0\varepsilon_rE+P_s$ this gives

$$E = -(1-\theta)\,\frac{P_s}{\varepsilon_0\varepsilon_r}. \qquad (5)$$

Complete compensation, $\theta=1$, removes the field. To lower it from $9.035\times10^8$ to $10^8$ V/m one needs $1-\theta=1/9.035\approx0.11$, so about 89 percent of $P_s$ must be compensated.

In a short-circuited capacitor, an insulating layer between film and metal is one cause of incomplete compensation. Let two ideal metal plates be connected by a wire, and let a linear insulating layer of thickness $t$ and relative permittivity $\kappa$ lie between the film and one plate. Assume no free charge at the boundary between film and layer. Then $D$ is the same in both, and the total voltage is zero:

$$\varepsilon_0\varepsilon_rE+P_s=\varepsilon_0\kappa E_{\rm layer},\qquad Ed+E_{\rm layer}t=0 .$$

The second equation gives $E_{\rm layer}=-Ed/t$. Inserting this in the first and collecting the terms with $E$ yields

$$E=-\frac{P_s}{\varepsilon_0\left(\varepsilon_r+\kappa d/t\right)}. \qquad (6)$$

For $t\to0$ the field vanishes: ideal plates in direct contact compensate the film fully. For $t\to\infty$ at fixed $d$ one plate still touches the film, but the other recedes. The displacement $D=\varepsilon_0\varepsilon_rE+P_s$, and with it the charge on both plates, goes to zero, and (6) returns to the isolated slab. As an illustration with chosen values, take $d=10$ nm, $t=1$ nm and $\kappa=10$. Then $\kappa d/t=100$, and the field is $25/125$, or one fifth, of the isolated value, about $1.8\times10^{8}$ V/m. In this model a layer one tenth as thick as the film leaves a field of the order of the switching field. The layer itself, however, would carry $E_{\rm layer}=-Ed/t\approx1.8\times10^{9}$ V/m, or 1.8 V across 1 nm, which is more than thin oxides usually withstand. In a real stack electrons would tunnel through such a layer, and charge opposite to the bound charge would gather at the boundary between film and layer. The assumption of no free charge there would then fail, and the field in the film would be weaker than (6) gives. The example shows the electrostatic effect of a layer, not the state of a working device.

The voltage shows another limit of the isolated model. Electrons have lower energy where the potential is higher, so across 10 nm the band edges would drop by about 9 eV from the bottom face to the top face. The band gap of hafnia is roughly 5 to 6 eV. If the bands simply follow the potential, the conduction band at the top face would lie below the valence band at the bottom face. Electrons could then lower their energy by moving to the top face, where their charge would compensate the positive bound charge, and (5) would apply with $\theta>0$. The slab could also form domains of opposite polarization, or its $P_s$ could shrink; both are excluded by the words "uniform" and "fixed". Finally, $9\times10^{8}$ V/m is above the usual breakdown field of hafnia films, which is several $10^{8}$ V/m. Even without breakdown a constant $\varepsilon_r$ cannot be trusted at such a field. A measured permittivity, such as the value of about 30 quoted above, includes the response of the switchable polarization itself, so (1) with that value is an expansion about $E=0$ that holds only well below the switching field. A simple double-well model shows how far outside this range (4) can lie. Let $E=aP+bP^3$ with $E=0$ at $P=P_s$ and slope $dE/dP=1/(\varepsilon_0\chi)$ there, so that all of the response comes from the polar mode. Then $a=-1/(2\varepsilon_0\chi)$ and $b=-a/P_s^2$. The polarized branch ends where $dE/dP=0$, at $P=P_s/\sqrt3$, where the opposing field is $P_s/(3\sqrt3\,\varepsilon_0\chi)\approx1.8\times10^{8}$ V/m, one fifth of the field in (4). In that model the condition $E=-P/\varepsilon_0$ reads $(a+1/\varepsilon_0)P+bP^3=0$, and since $a+1/\varepsilon_0>0$ and $b>0$ its only uniform solution is $P=0$. The result (4) is the field of the stated model, and these are the conditions it depends on.

## Computed values

```
fixed polarization Ps              = 0.200 C/m^2
background relative permittivity   = 25.0
vacuum permittivity                = 8.85419e-12 F/m
internal field, formula            = -9.0353e+08 V/m
internal field, layer solution     = -9.0353e+08 V/m
internal field, converted          = -9.035 MV/cm
internal field, converted          = -1.7571e-03 a.u.
induced polarization, layers       = -0.1920 C/m^2
total polarization, layers         = 0.0080 C/m^2
field if Ps were the total         = -2.2588e+10 V/m
ratio of the two fields            = 25.00
chosen thickness                   = 10.0 nm
voltage, top minus bottom, formula = 9.035 V
voltage, disc integration          = 9.031 V
disc radius / thickness            = 1000
field deficit at disc centre       = 5.000e-04 (fraction)
```
